# Bond current and its overlap term in a nonorthogonal localized basis: verification in Python

```python
"""
Bond current in a nonorthogonal localized basis.
Result under test (hbar = 1), particle current from orbital j to orbital i:
    J(i<-j) = 2 Im[ H_ij rho_ji - S_ij eps_ji ]
H: Hamiltonian, S: overlap, rho: density matrix, eps: energy-weighted density
matrix. Charges are Mulliken populations. For spinors, the current of spin
component a is Im Tr[{sigma_a, H_ij} rho_ji - 2 sigma_a S_ij eps_ji].
Energies are in eV; currents are converted to nA.
The junction is a chain: magnetic lead / barrier / free layer / metal lead.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

rng = np.random.default_rng(7)
one = np.eye(2, dtype=complex)
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)


def block(matrix, i, j):
    return matrix[2*i:2*i+2, 2*j:2*j+2]


def random_hermitian(n):
    m = rng.normal(size=(n, n)) + 1j*rng.normal(size=(n, n))
    return (m + m.conj().T)/2


# ---- Test: time-dependent continuity for charge and spin, random matrices ----
n_t = 5
H_t = random_hermitian(2*n_t)
s_t = np.eye(n_t) + 0.08*random_hermitian(n_t)
S_t = np.kron(s_t, one)
assert np.linalg.eigvalsh(S_t).min() > 0.1
c0 = rng.normal(size=2*n_t) + 1j*rng.normal(size=2*n_t)
c0 /= np.sqrt((c0.conj() @ S_t @ c0).real)
generator = -1j*np.linalg.solve(S_t, H_t)
c_dot = generator @ c0


def populations(c, sigma):
    left = c.reshape(n_t, 2).conj()
    right = (S_t @ c).reshape(n_t, 2)
    return np.einsum('ia,ab,ib->i', left, sigma, right).real


dt = 1e-4
c_plus, c_minus = expm(generator*dt) @ c0, expm(-generator*dt) @ c0
continuity_error = 0.0
for sigma in (one, sx, sy, sz):
    numeric = (populations(c_plus, sigma) - populations(c_minus, sigma))/(2*dt)
    J = np.zeros((n_t, n_t))
    source = np.zeros(n_t)
    for i in range(n_t):
        for j in range(n_t):
            ci, cj = c0[2*i:2*i+2], c0[2*j:2*j+2]
            di, dj = c_dot[2*i:2*i+2], c_dot[2*j:2*j+2]
            h, s_blk = block(H_t, i, j), block(S_t, i, j)
            J[i, j] = (ci.conj() @ (sigma @ h + h @ sigma) @ cj).imag
            J[i, j] -= (ci.conj() @ sigma @ s_blk @ dj
                        - di.conj() @ sigma @ s_blk @ cj).real
            source[i] += (ci.conj() @ (sigma @ h - h @ sigma) @ cj).imag
    assert np.allclose(J, -J.T, atol=1e-12)
    continuity_error = max(continuity_error,
                           np.abs(numeric - J.sum(axis=1) - source).max())
assert continuity_error < 1e-6   # central-difference error is of order dt**2

# ---- Chain parameters (round, in the rough regime of Fe/MgO/Fe) ----
beta, s = -2.0, 0.15          # hopping at zero site potential (eV), overlap
spacing = 0.21                # nm
exchange = 2.0                # exchange splitting, eV
barrier_site = 4.1            # barrier site potential above Fermi level, eV
bias = 0.10                   # V
fermi_vacuum = -4.5           # Fermi level counted from vacuum, eV
n_left, n_barrier, n_free, n_right = 3, 5, 5, 3
n_sites = n_left + n_barrier + n_free + n_right


def dispersion(k):
    return 2*beta*np.cos(k)/(1 + 2*s*np.cos(k))


def velocity(k, dk=1e-5):
    return (dispersion(k + dk) - dispersion(k - dk))/(2*dk)


# ---- Test: Bloch state on a uniform ring against the group velocity ----
n_ring = 12
shift = np.roll(np.eye(n_ring), 1, axis=0)
H_ring = beta*(shift + shift.T)
S_ring = np.eye(n_ring) + s*(shift + shift.T)
k_ring = 2*np.pi*2/n_ring
c = np.exp(1j*k_ring*np.arange(n_ring))
c /= np.sqrt((c.conj() @ S_ring @ c).real)
E_ring = (c.conj() @ H_ring @ c).real
assert np.allclose(H_ring @ c, E_ring*(S_ring @ c))
nxt = (np.arange(n_ring) + 1) % n_ring
J_ring_H = np.array([2*(c[b].conj()*H_ring[b, a]*c[a]).imag
                     for a, b in enumerate(nxt)])
J_ring = np.array([2*(c[b].conj()*(H_ring - E_ring*S_ring)[b, a]*c[a]).imag
                   for a, b in enumerate(nxt)])
v_ring = velocity(k_ring)
assert np.allclose(J_ring*n_ring, v_ring, rtol=1e-7)
assert np.ptp(J_ring_H) < 1e-12
assert abs(J_ring_H[0]*n_ring/v_ring - 1) > 0.05


# ---- Junction matrices and lead self-energies ----
def junction(ef, barrier_change=0.0):
    """Site potentials act on hopping elements through the overlap."""
    V = []
    for p in range(n_sites):
        q = p - n_left
        if q < 0:
            V.append((ef + bias/2)*one - exchange/2*sz)
        elif q < n_barrier:
            drop = bias*(0.5 - (q + 1)/(n_barrier + 1))
            V.append((ef + barrier_site + barrier_change + drop)*one)
        elif q < n_barrier + n_free:
            V.append((ef - bias/2)*one - exchange/2*sx)
        else:
            V.append((ef - bias/2)*one)
    H = np.zeros((2*n_sites, 2*n_sites), dtype=complex)
    for p in range(n_sites):
        H[2*p:2*p+2, 2*p:2*p+2] = V[p]
        if p + 1 < n_sites:
            hop = beta*one + s*(V[p] + V[p+1])/2
            H[2*p:2*p+2, 2*p+2:2*p+4] = hop
            H[2*p+2:2*p+4, 2*p:2*p+2] = hop.conj().T
    chain = np.eye(n_sites) + s*(np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))
    return H, np.kron(chain, one)


def lead_factor(E, site_energy):
    """Effective hopping H - E S and outgoing (or decaying) Bloch factor."""
    e = E - site_energy
    kappa = beta - e*s
    x = e/(2*kappa)
    if abs(x) < 1:
        return kappa, x - 1j*np.sign(kappa)*np.sqrt(1 - x*x)
    return kappa, complex(x - np.sign(x)*np.sqrt(x*x - 1))


def lead_levels(ef):
    left = [ef + bias/2 - exchange/2, ef + bias/2 + exchange/2]
    right = [ef - bias/2]*2
    return left, right


def spectra(E, H, S, ef):
    """Spectral matrices of left- and right-incoming states; transmission."""
    sig_L = np.zeros_like(H)
    sig_R = np.zeros_like(H)
    left, right = lead_levels(ef)
    for spin in range(2):
        kap, lam = lead_factor(E, left[spin])
        sig_L[spin, spin] = kap*lam
        kap, lam = lead_factor(E, right[spin])
        sig_R[-2 + spin, -2 + spin] = kap*lam
    G = np.linalg.inv(E*S - H - sig_L - sig_R)
    gam_L = 1j*(sig_L - sig_L.conj().T)
    gam_R = 1j*(sig_R - sig_R.conj().T)
    A_L = G @ gam_L @ G.conj().T
    A_R = G @ gam_R @ G.conj().T
    return A_L, A_R, np.trace(gam_R @ A_L).real


def bond_parts(H, S, rho, eps, i, j, sigma):
    """Hamiltonian part and overlap part of the current from j to i."""
    h = block(H, i, j)
    part_H = np.trace((sigma @ h + h @ sigma) @ block(rho, j, i)).imag
    part_S = -2*np.trace(sigma @ block(S, i, j) @ block(eps, j, i)).imag
    return part_H, part_S


# ---- Test: dense random junction, several bonds across each cut ----
n_d = 6
H_d = random_hermitian(n_d)
S_d = np.eye(n_d) + 0.07*random_hermitian(n_d)
assert np.linalg.eigvalsh(S_d).min() > 0.1
E_d = 0.7
gam_Ld, gam_Rd = np.zeros((n_d, n_d)), np.zeros((n_d, n_d))
gam_Ld[0, 0], gam_Rd[-1, -1] = 0.8, 1.1
G_d = np.linalg.inv(E_d*S_d - H_d + 0.5j*(gam_Ld + gam_Rd))
A_d = G_d @ gam_Ld @ G_d.conj().T
T_d = np.trace(gam_Rd @ A_d).real
J_d = 2*((H_d - E_d*S_d)*A_d.T).imag
J_dH = 2*(H_d*A_d.T).imag
assert np.abs(J_d.sum(axis=1)[1:-1]).max() < 1e-11
assert np.abs(J_dH.sum(axis=1)[1:-1]).max() > 1e-3*T_d
for right_part in ([5], [2, 5], [1, 3, 5], [1, 2, 3, 4, 5]):
    left_part = [p for p in range(n_d) if p not in right_part]
    assert np.isclose(J_d[np.ix_(right_part, left_part)].sum(), T_d, rtol=1e-9)

# ---- Test: transmission by explicit wave matching, no self-energies ----
ef = fermi_vacuum
H, S = junction(ef)
E_w = ef + 0.02
A_L, A_R, T_green = spectra(E_w, H, S, ef)
left_levels, right_levels = lead_levels(ef)
lam_L = [lead_factor(E_w, e)[1] for e in left_levels]
lam_R = [lead_factor(E_w, e)[1] for e in right_levels]
n_unknown = 2*n_sites - 4
basis = np.zeros((2*n_sites, n_unknown), dtype=complex)
for spin in range(2):
    for p in range(2):
        basis[2*p + spin, spin] = lam_L[spin]**(-p)
        basis[2*(n_sites - 2 + p) + spin, n_unknown - 2 + spin] = lam_R[spin]**p
for m in range(2*(n_sites - 4)):
    basis[4 + m, 2 + m] = 1
K = H - E_w*S
T_wave = 0.0


def flux_weight(lam):
    k = np.angle(lam)
    return (1 + 2*s*np.cos(k))*velocity(k)


for spin in range(2):
    incoming = np.zeros(2*n_sites, dtype=complex)
    incoming[spin], incoming[2 + spin] = 1, lam_L[spin]
    rows = slice(2, 2*n_sites - 2)
    x = np.linalg.solve((K @ basis)[rows], -(K @ incoming)[rows])
    outgoing = sum(abs(x[n_unknown - 2 + q])**2*flux_weight(lam_R[q])
                   for q in range(2))
    T_wave += outgoing/flux_weight(lam_L[spin])
assert np.isclose(T_wave, T_green, rtol=1e-6)
for p in range(n_sites - 1):
    J_bond = sum(bond_parts(H, S, A_L, E_w*A_L, p + 1, p, one))/1.0
    assert np.isclose(J_bond, T_wave, rtol=1e-6)

# ---- Test: filled sea, equal occupation of both leads ----
A_sea = A_L + A_R
mid = n_left + n_barrier//2
for sigma in (one, sx, sz):
    assert abs(sum(bond_parts(H, S, A_sea, E_w*A_sea, mid + 1, mid, sigma))) < 1e-11
sea_y = abs(sum(bond_parts(H, S, A_sea, E_w*A_sea, mid + 1, mid, sy)))
assert sea_y > 1e-9

# ---- Worked example: integrate over the bias window at zero temperature ----
nodes, weights = np.polynomial.legendre.leggauss(24)
to_nA = const.e**2/const.h*1e9     # A per V of energy integral, in nA


def window(ef, barrier_change=0.0):
    H, S = junction(ef, barrier_change)
    rho, eps, landauer = np.zeros_like(H), np.zeros_like(H), 0.0
    for x, w in zip(nodes, weights):
        E, dE = ef + bias/2*x, bias/2*w
        A, _, T = spectra(E, H, S, ef)
        rho += A*dE
        eps += E*A*dE
        landauer += T*dE
    return H, S, rho, eps, landauer*to_nA


def chain_currents(data, sigma):
    H, S, rho, eps, _ = data
    return to_nA*np.array([bond_parts(H, S, rho, eps, p + 1, p, sigma)
                           for p in range(n_sites - 1)])


vac = window(fermi_vacuum)
fer = window(0.0)
I_landauer = vac[4]
charge_vac, charge_fer = chain_currents(vac, one), chain_currents(fer, one)
assert np.allclose(charge_vac.sum(axis=1), I_landauer, rtol=1e-7)
assert np.allclose(charge_fer.sum(axis=1), I_landauer, rtol=1e-7)
assert np.ptp(charge_vac[:, 0]) > 0.05*I_landauer
error_fermi_zero = np.abs(charge_fer[:, 0]/I_landauer - 1).max()
assert error_fermi_zero < 0.01

# False source on the site with the largest imbalance of the H part alone
imbalance = charge_vac[:-1, 0] - charge_vac[1:, 0]
worst = int(np.argmax(np.abs(imbalance)))
false_rate = abs(imbalance[worst])*1e-9/const.e

# In-plane torque on the free layer: spin current in minus spin current out
spin_vac = chain_currents(vac, sz)
bond_in, bond_out = mid, n_sites - 2
torque = spin_vac[bond_in].sum() - spin_vac[bond_out].sum()
torque_H = spin_vac[bond_in, 0] - spin_vac[bond_out, 0]
torque_local = 0.0
for i in range(bond_in + 1, bond_out + 1):
    for j in range(n_sites):
        h = block(vac[0], i, j)
        torque_local -= to_nA*np.trace((sz @ h - h @ sz) @ block(vac[2], j, i)).imag
assert np.isclose(torque, torque_local, rtol=1e-6, atol=1e-9*I_landauer)

# ---- Size of neglected effects ----
thickness = n_barrier*spacing
barrier_height = barrier_site + dispersion(0.0)
field = bias/(thickness*1e-7)*1e-6            # MV/cm
breakdown = 10.0                              # MV/cm, rough
eps_r = 3.0                                   # fast dielectric constant, rough
image = np.log(2)*const.e/(4*np.pi*const.epsilon_0*eps_r*thickness*1e-9)
image_ratio = window(fermi_vacuum, -image)[4]/I_landauer

temperature = 300.0
kT = const.k*temperature/const.e
grid = np.linspace(-0.6, 0.6, 481)
T_grid = np.array([spectra(ef + e, H, S, ef)[2] for e in grid])
f_diff = (1/(np.exp((grid - bias/2)/kT) + 1) - 1/(np.exp((grid + bias/2)/kT) + 1))
y = T_grid*f_diff
thermal_ratio = to_nA*np.sum((y[1:] + y[:-1])/2*np.diff(grid))/I_landauer

# Transverse motion with the chain's own band-bottom mass lowers the energy
# available along the chain; count the equivalent open channels per area.
curvature = -2*beta/(1 + 2*s)**2              # eV per (radian per site)^2
k_small = 1e-3
assert np.isclose(2*(dispersion(k_small) - dispersion(0.0))/k_small**2,
                  curvature, rtol=1e-4)
mass = const.hbar**2/(curvature*const.e*(spacing*1e-9)**2)
dos_2d = mass*const.e/(2*np.pi*const.hbar**2)*1e-18   # per eV per nm^2, one spin
e_perp = np.linspace(0, 2.0, 401)
T_perp = np.array([spectra(ef - e, H, S, ef)[2] for e in e_perp])
T_fermi = T_perp[0]
width = np.sum((T_perp[1:] + T_perp[:-1])/2*np.diff(e_perp))/T_fermi
channels = dos_2d*width
RA = bias/(I_landauer*1e-9*channels*1e6)      # ohm um^2

# ---- Output ----
print(f"Continuity test, largest error: {continuity_error:.1e} (dimensionless)")
print(f"Ring: velocity {v_ring:.5f}, N*J full {J_ring[0]*n_ring:.5f} eV")
print(f"Ring: N*J from H part alone {J_ring_H[0]*n_ring:.5f} eV")
print(f"Dense junction: transmission {T_d:.5f}")
print(f"Dense junction: largest net inflow, full "
      f"{np.abs(J_d.sum(axis=1)[1:-1]).max():.1e}")
print(f"Dense junction: largest net inflow, H part "
      f"{np.abs(J_dH.sum(axis=1)[1:-1]).max():.5f}")
print(f"Hopping {beta:.2f} eV, overlap {s:.2f}, spacing {spacing:.2f} nm")
print(f"Sites: left {n_left}, barrier {n_barrier}, free {n_free}, right {n_right}")
print(f"Exchange splitting {exchange:.2f} eV, bias {bias:.2f} V")
print(f"Barrier site potential above Fermi level {barrier_site:.2f} eV")
print(f"Barrier height {barrier_height:.3f} eV, thickness {thickness:.2f} nm")
print(f"Fermi level from vacuum {fermi_vacuum:.2f} eV")
print(f"Transmission 0.02 eV above Fermi level: Green {T_green:.6e}")
print(f"Same transmission by wave matching:           {T_wave:.6e}")
print(f"Landauer current {I_landauer:.5f} nA")
print("Bond currents in nA, vacuum zero: H part, overlap part, total")
for name, p in (("left lead", 0), ("barrier", mid),
                ("free layer", n_left + n_barrier + n_free//2),
                ("right lead", n_sites - 2)):
    a, b = charge_vac[p]
    print(f"  {name:10s} bond {p}-{p+1}: {a:.5f} {b:.5f} {a+b:.5f}")
print(f"H part alone: min {charge_vac[:, 0].min():.5f}, "
      f"max {charge_vac[:, 0].max():.5f} nA")
print(f"Largest false source: site {worst+1}, {abs(imbalance[worst]):.5f} nA")
print(f"Same false source as a rate: {false_rate:.3e} electrons/s")
print(f"Fermi level as zero: largest H-part error {100*error_fermi_zero:.4f} %")
print(f"Spin current z in barrier {spin_vac[bond_in].sum():.5f} nA (charge units)")
print(f"Spin current z in right lead {spin_vac[bond_out].sum():.5f} nA")
print(f"In-plane torque, spin-current difference {torque:.5f} nA")
print(f"In-plane torque, local commutator {torque_local:.5f} nA")
print(f"In-plane torque, H part alone {torque_H:.5f} nA")
print(f"In-plane torque {torque*1e-9*const.hbar/(2*const.e):.3e} J")
print(f"Sea: out-of-plane spin current per energy {sea_y:.3e} (units of 1/h)")
print(f"Thermal current ratio, {temperature:.0f} K to 0 K: {thermal_ratio:.3f}")
print(f"Image lowering at mid-barrier {image:.3f} eV (dielectric const {eps_r:.1f})")
print(f"Current ratio with barrier lowered by that: {image_ratio:.2f}")
print(f"Barrier field {field:.2f} MV/cm, rough breakdown {breakdown:.0f} MV/cm")
print(f"Band-bottom mass {mass/const.m_e:.3f} electron masses")
print(f"Transverse energy width {width:.3f} eV")
print(f"Equivalent channels per area {channels:.3f} per nm^2")
print(f"Resistance-area product {RA:.1f} ohm um^2")
print("OK")
```

Printed output:

```
Continuity test, largest error: 1.1e-07 (dimensionless)
Ring: velocity 2.61936, N*J full 2.61936 eV
Ring: N*J from H part alone 3.01226 eV
Dense junction: transmission 0.08065
Dense junction: largest net inflow, full 6.9e-18
Dense junction: largest net inflow, H part 0.01436
Hopping -2.00 eV, overlap 0.15, spacing 0.21 nm
Sites: left 3, barrier 5, free 5, right 3
Exchange splitting 2.00 eV, bias 0.10 V
Barrier site potential above Fermi level 4.10 eV
Barrier height 1.023 eV, thickness 1.05 nm
Fermi level from vacuum -4.50 eV
Transmission 0.02 eV above Fermi level: Green 3.525644e-04
Same transmission by wave matching:           3.525644e-04
Landauer current 1.26951 nA
Bond currents in nA, vacuum zero: H part, overlap part, total
  left lead  bond 0-1: 1.70679 -0.43728 1.26951
  barrier    bond 5-6: 1.88700 -0.61749 1.26951
  free layer bond 10-11: 1.69903 -0.42952 1.26951
  right lead bond 14-15: 1.69595 -0.42644 1.26951
H part alone: min 1.69595, max 1.88924 nA
Largest false source: site 7, 0.11099 nA
Same false source as a rate: 6.928e+08 electrons/s
Fermi level as zero: largest H-part error 0.0353 %
Spin current z in barrier -0.20219 nA (charge units)
Spin current z in right lead 0.16714 nA
In-plane torque, spin-current difference -0.36933 nA
In-plane torque, local commutator -0.36933 nA
In-plane torque, H part alone -0.52380 nA
In-plane torque -1.215e-25 J
Sea: out-of-plane spin current per energy 4.002e-06 (units of 1/h)
Thermal current ratio, 300 K to 0 K: 1.021
Image lowering at mid-barrier 0.317 eV (dielectric const 3.0)
Current ratio with barrier lowered by that: 4.08
Barrier field 0.95 MV/cm, rough breakdown 10 MV/cm
Band-bottom mass 0.730 electron masses
Transverse energy width 0.282 eV
Equivalent channels per area 0.430 per nm^2
Resistance-area product 183.4 ohm um^2
OK
```
